\section*{End state of a dimerised chain ending on its weaker bond}

\section*{Question}

I am trying to understand how removing single atoms from a surface can create or destroy surface states, and I started with a one-dimensional exercise. A semi-infinite chain has alternating bonds and ends on the weaker one. I have to show that it has an end state in the middle of the gap, and that the amplitude falls from cell to cell by the ratio of the weak to the strong hopping.

I tried amplitudes proportional to $\lambda^n$ on both atoms of cell $n$. For every energy in the gap I find one $\lambda$ with $|\lambda|<1$, so I seem to get a decaying state at any energy I like. I also see nothing that distinguishes a weak end from a strong one. What selects the middle of the gap? And how far should I trust the result for a real chain, say a conjugated carbon chain?

\section*{Answer}

Your decaying solutions satisfy the equations of the interior. What is missing is the equation of the end atom, which almost all of them violate.

\subsection*{Model and site equations}

Let cell $n=1,2,\dots$ contain orbitals $A_n$ and $B_n$ with amplitudes $a_n$ and $b_n$. All orbitals have the same energy, taken as zero. The hopping element is $-v$ between $A_n$ and $B_n$, and $-w$ between $B_n$ and $A_{n+1}$, with $v,w>0$. There is no other coupling, the bond pattern is fixed, and the electrons do not interact. The Schr\"odinger equation reads
\begin{align}
E a_n &= -v\,b_n-w\,b_{n-1}, \label{A}\\
E b_n &= -v\,a_n-w\,a_{n+1}. \label{B}
\end{align}
The end atom $A_1$ has no left neighbour. Its equation is therefore \eqref{A} with
\begin{equation}
b_0=0. \label{end}
\end{equation}

To locate the gap, insert $a_n=a\,e^{ikn}$ and $b_n=b\,e^{ikn}$ for the infinite chain:
\begin{equation}
Ea=-(v+we^{-ik})b,\qquad Eb=-(v+we^{ik})a .
\end{equation}
Multiplying the first equation by $E$ and using the second gives
\begin{equation}
E^2=|v+we^{ik}|^2=v^2+w^2+2vw\cos k .
\end{equation}
The smallest $|E|$ occurs at $k=\pi$ and equals $|w-v|$. The gap runs from $-|w-v|$ to $|w-v|$, and its middle is $E=0$.

\subsection*{The state at zero energy}

At $E=0$ the two sublattices separate. Equation \eqref{A} gives $b_n=-(w/v)b_{n-1}$, and since $b_0=0$, every $b_n$ vanishes. Equation \eqref{B} gives
\begin{equation}
a_{n+1}=-\frac{v}{w}\,a_n ,\qquad a_n=a_1(-r)^{n-1},\qquad r=\frac vw .
\end{equation}
The norm is a geometric series,
\begin{equation}
\sum_{n=1}^\infty a_n^2=a_1^2\sum_{n=1}^\infty r^{2(n-1)}=\frac{a_1^2}{1-r^2},
\end{equation}
which converges if and only if $r<1$, that is, if the end bond is the weaker one. Then
\begin{equation}
a_n=\sqrt{1-r^2}\,(-r)^{n-1},\qquad b_n=0. \label{state}
\end{equation}
The magnitude of the amplitude falls by $v/w$ per cell, its sign alternates, and the density falls by $(v/w)^2$. The sign has a simple origin: at zero energy the contributions reaching $B_n$ from its two neighbours must cancel. The neighbour on the stronger bond therefore needs the smaller amplitude, with the opposite sign.

With cell length $d$, writing $r^{n-1}=e^{-(n-1)d/\xi}$ gives the amplitude decay length
\begin{equation}
\xi=\frac{d}{\ln(w/v)} .
\end{equation}
It diverges as $v\to w$, where the gap closes. For $v\to0$ the state shrinks onto the detached atom $A_1$.

\subsection*{Why no other energy works}

Solve \eqref{A} for $b_n$, then put the result into \eqref{B}:
\begin{align}
b_n&=-\frac wv b_{n-1}-\frac Ev a_n,\\
a_{n+1}&=-\frac Ew b_n-\frac vw a_n
=\frac Ev b_{n-1}+\frac{E^2-v^2}{vw}a_n .
\end{align}
In matrix form,
\begin{equation}
\begin{pmatrix}b_n\\a_{n+1}\end{pmatrix}
=T\begin{pmatrix}b_{n-1}\\a_n\end{pmatrix},\qquad
T=\begin{pmatrix}-w/v&-E/v\\E/v&(E^2-v^2)/(vw)\end{pmatrix}.
\end{equation}
The determinant and trace are
\begin{equation}
\det T=-\frac{E^2-v^2}{v^2}+\frac{E^2}{v^2}=1,\qquad
\operatorname{tr}T=\frac{E^2-v^2-w^2}{vw}.
\end{equation}
The eigenvalues are therefore $\lambda$ and $1/\lambda$. If $|\operatorname{tr}T|<2$, both have modulus one; these energies are the band interiors. If $|\operatorname{tr}T|=2$, both are $+1$ or both are $-1$, and a nonzero solution stays bounded away from zero or grows linearly. Neither case allows a bound state.

Outside the bands $\lambda$ is real, and we can choose $|\lambda|<1$. This is the solution you found. The chain, however, starts from the vector $(0,a_1)$, with $a_1\ne0$ because otherwise everything vanishes. If this vector had any component along the eigenvector of $1/\lambda$, the amplitude would grow without limit. It must therefore be the decaying eigenvector itself:
\begin{equation}
T\begin{pmatrix}0\\a_1\end{pmatrix}
=\begin{pmatrix}-Ea_1/v\\(E^2-v^2)a_1/(vw)\end{pmatrix}
=\lambda\begin{pmatrix}0\\a_1\end{pmatrix}.
\end{equation}
The first row forces $E=0$. The second then gives $\lambda=-v/w$, and $|\lambda|<1$ requires $v<w$. So there is one bound state for $v<w$ and none for $v\ge w$.

\subsection*{A second route to the end-atom weight}

Let $G(z)$ be the Green function on the end atom: the amplitude $a_1$ produced by a unit source there, at complex energy $z$. The chain that starts at $A_2$ is a copy of the original, driven by $-wb_1$, so $a_2=-wGb_1$. The equation for $B_1$ becomes $(z-w^2G)b_1=-va_1$, and the equation for $A_1$ gives
\begin{equation}
G=\frac{1}{z-\dfrac{v^2}{z-w^2G}} .
\end{equation}
A state at zero energy with weight $x$ on $A_1$ makes $zG\to x$ as $z\to0$. Put $G=x/z$, clear the fractions and multiply by $z$:
\begin{equation}
z^2x-w^2x^2-v^2x=z^2-w^2x
\;\;\xrightarrow{z\to0}\;\;
x\,(w^2-v^2-w^2x)=0 .
\end{equation}
The roots are $x=0$ and $x=1-r^2$, and the sign of $\operatorname{Im}G$ decides between them. Cleared of fractions, the equation for $G$ is $w^2zG^2-(z^2-v^2+w^2)G+z=0$, whose two solutions multiply to $1/w^2$. For small $z$ they are $(1-r^2)/z$ and $z/[w^2(1-r^2)]$. A Green function has $\operatorname{Im}G<0$ for $\operatorname{Im}z>0$. At $z=i\eta$ this selects the first solution for $v<w$, so $x=1-r^2$, in agreement with $a_1^2$ in \eqref{state}. For $v>w$ it selects the second, and $x=0$.

\subsection*{Removing atoms one by one}

Remove $A_1$ and hold all other bonds fixed. The new end atom $B_1$ hangs on $w$, so $v$ and $w$ exchange roles and the end state is gone. Remove $B_1$ as well, and the original termination returns. In a long chain whose far end is kept on a strong bond, the number of gap states after removing 0, 1, 2 and 3 atoms is 1, 0, 1 and 0. The alternation is a statement about a frozen bond pattern.

\subsection*{Numbers for a carbon chain}

Take $v=2.1$~eV, $w=2.9$~eV and $d=0.25$~nm. The gap is $2(2.9-2.1)=1.6$~eV, and
\begin{equation}
r=\frac{2.1}{2.9}=0.724,\qquad r^2=0.524,\qquad
\xi=\frac{0.25\ \text{nm}}{\ln(2.9/2.1)}=0.775\ \text{nm}.
\end{equation}
The end atom carries $1-r^2=0.476$ of the density, and the first three cells carry $1-r^6=0.856$. The amplitudes on $A_1$ to $A_4$ are $0.690$, $-0.499$, $0.362$ and $-0.262$. Diagonalizing a long chain gives the same ratio, $-0.724$, and iterating the equation for $G$ gives the same end weight, $0.476$.

\subsection*{What shifts the level, and what does not}

\paragraph{A different end bond.} If only the first bond changes, to $v_1$, the argument at $E=0$ still holds. The equation for $B_1$ gives $a_2/a_1=-v_1/w$, and later ratios remain $-v/w$. For $v_1=2.5$~eV the first ratio is $-0.862$ and the next is $-0.724$, with the level still at zero.

\paragraph{A different end-atom energy.} An energy $u$ on $A_1$ shifts the level to first order by
\begin{equation}
u\,a_1^2=u(1-r^2).
\end{equation}
For $u=0.5$~eV this is $0.238$~eV; diagonalization gives $0.234$~eV. The second-order term vanishes. To see this, let $S$ reverse the sign of all $B$ amplitudes. It turns a state of energy $E$ into one of energy $-E$ and leaves the end state unchanged. A perturbation acting within the sublattices commutes with $S$, so it couples the end state equally strongly to both partners, and their second-order contributions cancel.

\paragraph{Hopping within a sublattice.} Let $-t_2$ connect neighbouring $A$ atoms, and likewise neighbouring $B$ atoms. To first order the level moves by
\begin{equation}
-2t_2\sum_n a_na_{n+1}=2t_2r\sum_n a_n^2=2t_2r .
\end{equation}
Both bands gain $-2t_2\cos k$, which is $+2t_2$ at $k=\pi$. For $0\le t_2\le v/2$ the gap edges stay at $k=\pi$, so the gap centre moves by $2t_2$. With $t_2=0.1$~eV the level is at $0.145$~eV and the centre at $0.200$~eV. The state now lies $0.055$~eV below midgap.

\paragraph{A finite chain.} Let $N$ cells have weak bonds at both ends. The left state has $a_n=c(-r)^{n-1}$ and the right state $b_n=c(-r)^{N-n}$, with $c^2\simeq1-r^2$. Acting on the left state, the Hamiltonian gives zero except on $B_N$, where it gives $-va_N$. The coupling therefore has magnitude $vc^2r^{N-1}\simeq w(1-r^2)r^N$, and in a chain long enough that $Nr^{2N}\ll1$ the two levels are split by
\begin{equation}
\Delta E\simeq2w(1-r^2)r^N .
\end{equation}
For $N=20$, a length of 5~nm, this gives $4.3$~meV, as does diagonalization.

\paragraph{Repulsion and temperature.} With on-site repulsion $U$, placing two electrons of opposite spin in the end state costs, to first order,
\begin{equation}
U\sum_n a_n^4=U\frac{(1-r^2)^2}{1-r^4}=U\frac{1-r^2}{1+r^2}.
\end{equation}
For $U=4$~eV this is $1.25$~eV, comparable with the gap. Since $U$ exceeds both hoppings, the number is only an estimate: on chains of 7 to 11 atoms the exact cost lies $0.12$ to $0.13$~eV above the first-order one. Repulsion also widens the charge gap itself, by about $0.5$~eV on a 10-atom chain with two strong ends, so hoppings matched to an observed gap without repulsion overstate the alternation. The energies for adding and for removing an electron then differ substantially, and a single midgap level no longer describes both. Without repulsion, thermal excitation of electrons between the level and the bands is negligible at 300~K, where half the gap is about $31\,k_BT$.

\subsection*{How this compares with a real polymer}

The values of $v$, $w$ and $d$ are rough ones in the regime of trans-polyacetylene; $u$, $t_2$ and $U$ are round values for sizing corrections, not fits to that polymer. Besides the neglect of repulsion, the frozen bond pattern is an assumption that can fail for a free chain. In trans-polyacetylene the two patterns, strong--weak and weak--strong, are equivalent, so a chain can exchange one for the other near its end. The boundary between the patterns is a kink, and the zero-energy state moves with it.

To size this effect, take 101 atoms with one electron each and compare two patterns. The first is the frozen chain with a weak left end and a strong right end. The second has hoppings, in eV,
\begin{equation}
t_j=2.5+0.4\,(-1)^j\tanh\frac{j-50.5}{s},\qquad j=1,\dots,100,
\end{equation}
which makes both ends strong and puts a kink at mid-chain. Each bond also has an elastic energy quadratic in $t_j$, whose linear and quadratic coefficients are fixed by requiring the bulk pattern to be stationary. Among the trial widths, $s=6.5$ bonds is best, and its total energy is $0.65$~eV below that of the frozen chain. This difference includes the relaxation of the bonds around the kink, so it is not the energy of moving an already relaxed kink away from the end.

A zero-energy state survives in the second pattern, because the 50 equations \eqref{B} at $E=0$ cannot fix all 51 amplitudes on $A$. Its amplitude ratio is still minus the left bond over the right bond at each $B$ atom. That ratio exceeds one in magnitude to the left of the kink and is below one to the right, so the state peaks at mid-chain.

Within the independent-electron model with nearest-neighbour hopping, the end-state theorem therefore applies where the orbital energies are equal and the bonds near the end keep their alternating bulk values. A substrate could hold the bonds rigidly, but it must not also shift the orbital energies near the end or couple appreciably to the chain's electrons. Inequivalent bonds alone do not guarantee a frozen pattern. They favour one of the two patterns, but the bonds near the end can still relax, and the local amplitude ratios change with them. For a free trans-polyacetylene chain the premise of the theorem can fail: in this model, a pattern with the state at mid-chain has a lower energy than the frozen pattern with the state at the end. The numerical output below lists the independent-electron and first-order values used here.

\section*{Table of computed values}
\begin{verbatim}
weak hopping v = 2.10 eV
strong hopping w = 2.90 eV
cell length d = 0.25 nm
bulk gap = 1.600 eV
half gap = 0.800 eV
end-state energy below 1e-10 eV: True
v/w = 0.7241
amplitude ratio per cell, diagonalized = -0.7241
density ratio per cell = 0.5244
amplitudes on A_1..A_5 = 0.6897 -0.4994 0.3616 -0.2619 0.1896
weight on end atom = 0.4756
same from half-chain Green function = 0.4756
weight in first three cells = 0.8558
amplitude decay length = 0.775 nm
density decay length = 0.387 nm
gap states after removing 0,1,2,3 atoms = 1 0 1 0
end-atom shift u = 0.50 eV
level with u, diagonalized = 0.2341 eV
level with u, first order = 0.2378 eV
second-neighbour hopping t2 = 0.10 eV
level with t2, diagonalized = 0.1448 eV
level with t2, first order = 0.1448 eV
gap centre with t2 = 0.2000 eV
level minus gap centre with t2 = -0.0552 eV
finite chain: 20 cells, 5.00 nm
splitting, diagonalized = 4.336 meV
splitting, formula = 4.336 meV
changed first bond = 2.50 eV
its first and next ratios = -0.8621 -0.7241
repulsion U = 4.00 eV
sum of fourth powers of amplitudes = 0.3120
double-occupation cost, first order = 1.248 eV
temperature = 300 K, kT = 0.0259 eV
half gap / kT = 30.9
bond-energy stiffness = 1.1489 1/eV
best trial kink half-width = 6.5 bonds
energy gained by mid-chain kink = 0.648 eV
\end{verbatim}
